Sidewall Adatom Collection and the Axial Growth Rate of Nanowires, part 2

Atoms that land on the side of a growing nanowire can diffuse to its tip and lengthen it. The wire is straight, with radius R and height H, and z is the distance below the tip. The sidewall receives a solid volume j per area and time, averaged around the wire. Each collected atom accounts for a solid volume Ω. Adatoms have diffusivity D along the wire, and mean lifetime τ before they are lost, so far by desorption. The diffusion length is λ = √(Dτ).

The adatom density n(z) is a solid volume per sidewall area, and the flow along increasing z is −Dn′ per unit circumference. In the steady state

Dn″ − n/τ + j = 0.

For a tall wire whose tip is a perfect sink, n(0) = 0 and

n(z) = jτ(1 − e^(−z/λ)).

The probability p(z) that an adatom landing at z reaches the tip obeys λ²p″ = p, with p(0) = 1, so p(z) = e^(−z/λ). The sidewall contribution to the axial rate is

v_side = 2jL/R,

where the effective collection length L is λ on a tall wire. For finite height,

L = λ tanh(H/λ), reflecting base,

L = λ tanh(H/(2λ)), absorbing base.

The table at the end also lists a random-walk test of L and of the share of captured atoms that landed within λ of the tip.

A beam of volume flux B, at angle φ to the wire axis, grows a flat film at v_p = B cos φ. A wall element whose normal is turned by α from the beam's sideways direction receives B sin φ cos α if lit (−π/2 < α < π/2) and nothing otherwise. The average is

j = B sin φ/π = v_p tan φ/π.

The example has v_p = 0.200 nm/s, φ = 35°, 850 K, R = 25 nm, H = 2000 nm, D = 10⁷ nm²/s and τ = 9 ms. Hence λ = 300 nm, B = 0.2442 nm/s, j = 0.0446 nm/s and v_side = 1.07 nm/s. The tip directly receives 0.20 nm/s, for a total of 1.27 nm/s. The question is how a sidewall flux below a quarter of the planar rate can supply five times as much as the tip.

**A:** The area makes up for it. The collecting strip is 2L/R = 24 times as large as the tip. The flux ratio j/v_p is 0.223, and 24 × 0.223 = 5.35, which is the ratio of the two contributions.

At fixed j and L, the sidewall part falls as 1/R. It is 2.67 nm/s at 10 nm, 1.07 nm/s at 25 nm, 0.535 nm/s at 50 nm and 0.267 nm/s at 100 nm. It equals the direct part at R = 2jL/v_p, about 134 nm.

These four rates were tested against a numerical solution of the diffusion equation on the full sidewall, lit from one side, with 600 cells along the wire and 48 around it. The solution gave 2.6765, 1.0706, 0.5353 and 0.2676 nm/s, within the allowed 0.2 % of the formula.

**Q:** The numerical values are all slightly high. Is something missing from the formula?

**A:** The excess comes from the grid. The 24 lit cells sample cos α at their midpoints, and those samples add up to 1/sin(π/48). Divided by 48, this gives an average that exceeds 1/π by the factor

(π/48)/sin(π/48) = 1.0007.

The numerical rate at 25 nm exceeds the formula by 0.07 %, which is this amount.

**Q:** You assumed that the tip swallows every adatom. A real catalyst must hold some atoms at its edge and can give them back.

**A:** Then n(0) isn't zero. Write n(0) = θjτ, where θ compares the density at the tip with the density far below. The solution on a tall wire becomes

n(z) = jτ[1 − (1 − θ)e^(−z/λ)],

and the flow towards the tip is

Dn′(0) = (1 − θ)jλ.

The sidewall contribution is reduced by the factor 1 − θ. At θ = 1 it vanishes, and for θ > 1 the tip feeds the sidewall.

**Q:** Does θ depend on the radius?

**A:** It should, because a thin wire has more surface for its volume. Lengthening the wire by dH creates the sidewall area 2πR dH and costs the energy 2πRγ dH, where γ is the sidewall energy per area. The volume added is πR² dH. The cost per volume is therefore 2γ/R, and the chemical potential of a collected atom rises by

Δμ = 2γΩ/R.

If the tip density follows the chemical potential as in a dilute equilibrium layer, and the driving force for crystallization is held fixed, then

θ = θ_wide e^(Δμ/kT),

where θ_wide is the value for a very wide wire.

Choose γ = 1 J/m², Ω = 0.045 nm³ and θ_wide = 0.2. Then Δμ = 0.0225 eV, while kT = 0.0732 eV. This gives θ = 0.2 × e^0.307 = 0.272, and the sidewall rate drops from 1.07 to 1.07 × (1 − 0.272) = 0.78 nm/s. The numerical sidewall solution with this tip density agreed with the factor 1 − θ within the allowed 0.4 %.

**Q:** So the 1/R law can't hold down to the thinnest wires.

**A:** Not with a tip density of this kind. Collection stops when θ = 1, which requires Δμ = kT ln 5 for θ_wide = 0.2. Since Δμ varies as 1/R, the radius at that point is

R = 25 nm × 0.0225/(0.0732 × 1.609) = 4.8 nm.

Coming down from large radii, the sidewall contribution first rises, then passes a maximum and falls to zero near 5 nm. That radius depends on the chosen θ_wide and γ, so it is an estimate for this model. The value θ_wide = 0.2 is illustrative. If the loss is desorption and the tip layer is in equilibrium with the droplet, θ can't much exceed the evaporation flux of the pure liquid element divided by j/Ω. For gallium at 850 K this bound is about 0.02, which would reduce the rate at 25 nm by only about 3 % and move the cut-off to about 2 nm. Values near 0.2 need a higher temperature, about 900 K for gallium, or a more volatile element such as indium.

**Q:** The tip also runs away from the adatoms that pursue it. Have you allowed for that?

**A:** Not so far. Let v be the total axial rate, and measure z from the moving tip. An atom at rest on the wall then drifts to larger z at speed v, and the flow along z is −Dn′ + vn. The steady balance is

Dn″ − vn′ − n/τ + j = 0.

Try n = jτ(1 − e^(−κz)), which vanishes at the tip. Substitute it, and divide by jτe^(−κz):

−Dκ² − vκ + 1/τ = 0.

The positive root is

κ = [−v + √(v² + 4D/τ)]/(2D).

Multiply by λ, use 1/τ = D/λ², and define P = vλ/D:

κλ = √(1 + P²/4) − P/2.

The flow into the tip is Dn′(0) = Djτκ = jλ(κλ), so κλ is the factor by which the motion changes the sidewall contribution. For small P it is about 1 − P/2.

Here P = 1.27 × 300/10⁷ = 3.8 × 10⁻⁵, and the relative loss is 1.9 × 10⁻⁵. Since D = λ²/τ, P is also vτ/λ, the distance that the tip moves in one adatom lifetime divided by λ. Its small value is why a steady adatom profile may be used while the wire grows. To make the effect visible, the formula was tested at P = 0.2, where the factor is 0.905. The numerical solution agreed within the allowed 0.2 %.

**Q:** You let the lost adatoms desorb. What if they are built into the sidewall instead?

**A:** Then the wire thickens below the tip, and the collecting area grows. Consider the extreme case in which every lost adatom is incorporated where it is lost, while the catalyst keeps the tip radius at R. The wall then thickens at the rate n/τ = j(1 − p).

A point of the wall moves away from the tip at speed v. In a steady shape its radius r(z) therefore grows at the rate v r′(z), so v r′ = j(1 − p). With u = z/λ, ρ = r/R and s = jλ/(vR), this reads

dρ/du = s(1 − p).

To first order in s, use p = e^(−u) on the right and integrate from ρ(0) = 1:

ρ = 1 + s(u − 1 + e^(−u)).

**Q:** And the capture on this tapered wire?

**A:** The circumference now varies, so the diffusion equation for p becomes (ρp′)′ = ρp, with primes for d/du. This neglects the small slope of the wall. The captured amount, relative to the straight wire, is g = ∫ρp du. By the equation for p, this equals −p′(0), since ρ(0) = 1 and the far end contributes nothing.

Multiply the equation by p and integrate the left side by parts:

−p′(0) − ∫ρp′² du = ∫ρp² du,

so that

g = ∫ρ(p′² + p²) du.

To first order in s, the change of p doesn't alter g. If p = e^(−u) + δ with δ(0) = 0, the change in the integral is 2∫(−e^(−u)δ′ + e^(−u)δ) du. Integrating the first term by parts turns it into −∫e^(−u)δ du, which cancels the second. What remains is the change of ρ, with p′² + p² = 2e^(−2u):

g − 1 = 2s ∫(u − 1 + e^(−u))e^(−2u) du = 2s(1/4 − 1/2 + 1/3) = s/6.

Solving the taper equations in full, with v adjusted to the extra material, gives s = 0.399 and g = 1.065. The first-order formula gives 1.067. At s = 0.01, the numerical value of (g − 1)/s was tested against 1/6 and agreed within the allowed 0.005.

At fixed j, the sidewall contribution rises by 6.5 %, while the radius at z = λ rises from 25 to 28.9 nm. The taper also turns the wall slightly towards the beam. This raises j below the tip, which g = 1.065 leaves out; with it, the gain is about 11 %. The radius meanwhile grows by 16 % at z = λ and exceeds 80 nm at 2000 nm below the tip. In this example, incorporation of lost atoms thus shows more in the shape than in the axial rate.

**Q:** Many crystalline wires are hexagonal. What is R then?

**A:** Return to the ratio of perimeter to area. A regular hexagon of side c has perimeter 6c. It consists of six triangles of base c and height h = √3c/2, so its area is 3ch. The ratio is

6c/(3ch) = 2/h.

The law therefore holds with R replaced by h, the distance from the axis to a facet, and with j averaged over the six facets. Under a fixed one-sided beam, this average is B sin φ/3 if the beam faces a facet and B sin φ/(2√3) if it faces an edge, instead of B sin φ/π for the circle. If R is instead the radius of a circle of equal area, the rate at the same mean flux and L is 5.0 % higher than 2jL/R.

**Q:** For the tall wire of 25 nm radius, none of these effects changes the sidewall rate by as much as a third. What could change it more?

**A:** Atoms that leave the substrate and strike the wire. Suppose that the surface around the wire incorporates nothing, as a mask may do, and re-emits everything it receives with a cosine distribution. The rate v_p is then the arrival rate per floor area, and a floor area dA emits v_p cos ϑ/π dA per unit solid angle, with ϑ measured from the vertical.

Take a wall element at height b above the floor, and a floor point at distance x in front of the wall and y to the side. Their separation d satisfies d² = x² + y² + b². The cosine at the floor is b/d and that at the wall is x/d. The flux onto the wall is

(v_p/π) ∫∫ bx/d⁴ dx dy.

Integrating over x from 0 to ∞ gives 1/[2(y² + b²)]. Integrating this over all y gives π/(2b). The height cancels, and the result is v_p/2.

This adds 0.100 nm/s to j, which becomes 0.1446 nm/s. The sidewall contribution rises to

2 × 0.1446 × 300/25 = 3.47 nm/s,

or 3.24 times its former value. The law is unchanged, but its flux was incomplete. The estimate is an upper limit, for a lone wire on an unbounded floor with full re-emission and full sticking on the wall. It is approached slowly. For the collecting zone of this wire, the factor 1/2 becomes about 0.12 if the free floor reaches out one wire height, 0.33 for three heights and 0.45 for ten.

**Q:** How do these numbers compare with real growth?

**A:** Radii of tens of nanometres, heights of micrometres, planar rates of a few tenths of a nanometre per second and temperatures near 800 K are ordinary for such III–V wires. The diffusion length is plausible but varies widely with material and conditions; D and τ were chosen to produce it. For gallium at 850 K, desorption alone is unlikely to set so short a length. The wall far from the tip would have to evaporate j/Ω ≈ 1 atom per nm² and second, some 45 times the evaporation flux of liquid gallium, so incorporation into the wall is the likelier loss. Full re-emission asks still more of the mask, about 4 atoms per nm² and second, and is possible only while gallium fails to nucleate there. The assumption that the direct beam is the whole supply also needs checking, because it can matter more than the tip density. Full re-emission moves the sidewall rate from 1.07 to 3.47 nm/s, while the chosen tip density alone moves it to 0.78 nm/s. Neighbouring wires can shade both the beam and the floor. Adatoms walking up from the substrate and the shape of the droplet are also left out. The model further requires that the collected group III element limits growth. If the group V supply does, extra adatoms may enlarge the droplet instead of lengthening the wire.

**Q:** And is the adatom layer thin enough for your linear equation?

**A:** Far from the tip, the number density is jτ/Ω = 0.0089 nm⁻². With 6 sites per nm², a fraction 0.0015 is occupied, so blocking of sites is negligible in this example. That result rests on the chosen lifetime, because λ fixes only the product Dτ. At the same λ and j, a lifetime of 1 s would raise this estimate, which leaves blocking out, to about 0.17, and blocking could no longer be ignored. For a real wire, τ must therefore be known separately. Even a low coverage doesn't exclude island formation, which depends on how readily adatoms bind to one another. If adatoms are lost by meeting one another, that loss grows faster than in proportion to n, and the collection length then depends on the flux.

**Q:** When may I use the formula to plan a growth run?

**A:** When j includes every source that reaches the wall and is uniform along it, the wire is tall enough for L to be close to λ, the loss is proportional to the adatom density, θ is small and the collected element limits growth. Under those conditions, and at equal j and λ, halving the radius nearly doubles the sidewall contribution. A tip density that rises as the wire gets thinner weakens the doubling: with θ_wide = 0.2 and the sidewall energy used above, going from 25 to 12.5 nm raises the contribution by a factor of 1.73. A spread of radii within one run then becomes a spread of heights. The numerical output below lists the main values for this example.

Table of computed values

```
planar growth rate: 0.200 nm/s
beam angle from axis: 35.0 deg
temperature: 850 K
wire radius: 25.0 nm
wire height: 2000 nm
adatom diffusivity: 1.00e+07 nm^2/s
adatom lifetime: 9.00e-03 s
diffusion length: 300.0 nm
beam volume flux: 0.2442 nm/s
mean sidewall volume flux j: 0.04458 nm/s
effective length L: 299.999 nm
sidewall contribution: 1.0698 nm/s
sidewall contribution: 3.851 um/h
direct contribution, flat tip: 0.2000 nm/s
total axial rate: 1.2698 nm/s
sidewall / direct: 5.349
R=10 nm: formula 2.6746, solved 2.6765 nm/s
R=25 nm: formula 1.0698, solved 1.0706 nm/s
R=50 nm: formula 0.5349, solved 0.5353 nm/s
R=100 nm: formula 0.2675, solved 0.2676 nm/s
random walk, L/lambda: 0.995
captured from within lambda, walk: 0.631
captured from within lambda, formula: 0.632
short wire height: 150 nm
short wire L, reflecting base: 138.6 nm
short wire L, absorbing base: 73.5 nm
solid volume per adatom: 0.045 nm^3
far adatom density: 0.00892 nm^-2
surface site density: 6.0 nm^-2
far coverage: 1.49e-03
sidewall energy: 1.00 J/m^2
chemical potential shift: 0.0225 eV
thermal energy: 0.0732 eV
tip density ratio, wide wire: 0.200
tip density ratio, this wire: 0.272
rate with tip density: 0.7791 nm/s
taper strength s: 0.3994
taper capture factor: 1.0648
taper radius at z=lambda: 28.91 nm
hexagon factor at equal area: 1.0501
tip motion number P: 3.81e-05
tip motion rate loss: 1.90e-05
floor-to-wall flux factor: 0.5000
j with full re-emission: 0.14458 nm/s
sidewall rate, full re-emission: 3.4698 nm/s
re-emission factor: 3.243
```
